How 2x1 and 2x2 Interfaces on Si(111) Fold Conduction Valleys, part 2

Electrons cross from a metal silicide into silicon through a (111) interface. The question is how a reconstruction of the interface changes which of silicon's six conduction valleys they can enter near normal incidence. The film is assumed coherent, sharing silicon's in-plane period, with large domains. Wavevectors are in nm⁻¹, a is the lattice constant and m is the free-electron mass.

The bulk valleys are at ±κX, ±κY and ±κZ, where

X = (2π/a)(1,0,0), Y = (2π/a)(0,1,0), Z = (2π/a)(0,0,1).

The unit normal is n = (1,1,1)/√3, and P removes the normal component of a vector. PX, PY and PZ have length D. Γ̄ is the interface zone centre, and ±PX, ±PY and ±PZ are the 1x1 zone-edge midpoints, called M̄. The 1x1 reciprocal lattice has the basis 2PX and −2PZ.

An electron arriving with parallel wavevector q can enter silicon with wavevector k only if

(k − q)·A = 2π × integer, for every translation A of the interface.

The normal component of k is free. A 2x1 interface (one translation doubled) adds one M̄ transfer, here PX; a 2x2 interface (both doubled) adds all three. Subtracting such a transfer folds a valley towards Γ̄. The distances from Γ̄ are:

- 1x1: κD for all six;
- 2x1, one domain: (1−κ)D for two and κD for four;
- 2x2: (1−κ)D for all six.

Two checks appear in the final table. Enumerating 184 doubled cells gave three different folded pairs. A partial 2x2 pattern, f = (−1)^n1 + (−1)^n2 with n1 and n2 labelling surface cells, lacks the Y transfer, but f² contains it with amplitude 2.

A local empirical pseudopotential calculation with 137 plane waves gives κ = 0.8529 (0.8537 in larger bases), and

2π/a = 11.571 nm⁻¹,
D = 0.8165 × 11.571 = 9.448 nm⁻¹,
κD = 0.8529 × 9.448 = 8.058 nm⁻¹,
(1−κ)D = 9.448 − 8.058 = 1.390 nm⁻¹.

**Q:** So the valley is still not at Γ̄. An electron that arrives along the normal, with q = 0, misses the minimum.

**A:** It misses the minimum but can enter the same valley higher up. At a 2x1 interface the transfer PX takes q = 0 to parallel wavevector PX, which is (1−κ)D away from the bottom of the valley at κPX. The normal component is free, so the lowest energy is found by minimising over it.

Near its bottom the valley is an ellipsoid, with mass m_l along the cubic axis and m_t across it. Let the displacement from the bottom be s u + w n, where u = (2,−1,−1)/√6 is the unit vector along PX, s is the parallel displacement and w the normal one. The component along the x axis is

2s/√6 + w/√3 = (√2 s + w)/√3.

The squared length of the displacement is s² + w². The squared transverse part is what remains after subtracting the x component squared:

s² + w² − (2s² + 2√2 sw + w²)/3 = (s² − 2√2 sw + 2w²)/3 = (s − √2 w)²/3.

The energy above the minimum is therefore

E = (ħ²/6)[(√2 s + w)²/m_l + (s − √2 w)²/m_t].

Setting the derivative with respect to w to zero gives

(√2 s + w)/m_l = √2(s − √2 w)/m_t.

Multiply by m_l m_t and collect the terms in w:

w(2m_l + m_t) = √2 s(m_l − m_t).

This is a minimum, since E is a sum of squares with positive coefficients. Write S = 2m_l + m_t. Inserting w,

√2 s + w = √2 s(2m_l + m_t + m_l − m_t)/S = 3√2 s m_l/S,
s − √2 w = s(2m_l + m_t − 2m_l + 2m_t)/S = 3s m_t/S.

The energy becomes

E = (ħ²/6)(9s²/S²)(2m_l + m_t) = 3ħ²s²/(2S).

This has the usual form with a projected mass m_p:

E = ħ²s²/(2m_p), m_p = (2m_l + m_t)/3.

**Q:** Is the mass the same in the other in-plane direction?

**A:** No. Take the displacement s v + w n, with v = (0,1,−1)/√2. Now v has no x component, and it is perpendicular to the transverse part of n. The x component is w/√3 and the squared transverse part is s² + 2w²/3, so

E = (ħ²/2)[w²/(3m_l) + 2w²/(3m_t) + s²/m_t].

The minimum is at w = 0, and the mass is m_t. Each projected valley is an ellipse, elongated along the line from Γ̄ to M̄ because m_p > m_t. The elongation points towards Γ̄, which helps an electron arriving near the normal.

**Q:** Put in the silicon masses, and tell me whether the ellipsoid can be trusted that far from the minimum.

**A:** The curvature of the calculated band gives m_l = 0.872m and m_t = 0.184m, so

m_p = (2 × 0.872 + 0.184)m/3 = 0.643m.

With ħ²/(2m) = 0.0381 eV nm² and s = 1.390 nm⁻¹,

E = 0.0381 × 1.390²/0.643 = 0.114 eV.

For comparison I minimised the full pseudopotential band along the surface normal, without the ellipsoid. The result is also 0.114 eV, and the ellipsoid value differs from it by 0.7 %. In a converged basis the threshold falls to 0.112 eV and the ellipsoid differs from it by 0.8 %, so I would quote the threshold as 0.11 eV. The ellipsoid stays within about 1 % at intermediate points of this line as well. Across the line it is much less reliable: along v it is about 15 % too high at half this distance from the valley bottom, and more than 60 % too high at the full distance.

**Q:** What would the same electron need at an unreconstructed interface?

**A:** At a 1x1 interface, q = 0 leads to points whose parallel part is a 1x1 reciprocal vector. The basis vectors 2PX and −2PZ are projections of 2X and −2Z, which are bulk reciprocal vectors. All these points are thus equivalent to points on one line through the bulk zone centre along (1,1,1). That line does not pass near any valley. The lowest conduction energy on it is about 1.06 eV above the band minimum.

The threshold for exactly normal incidence thus falls from about 1.06 eV to 0.11 eV, both measured from the conduction minimum. For 2x2 it is the same 0.11 eV as for 2x1, because the three M̄ directions are equivalent in bulk silicon. The difference between 2x1 and 2x2 lies in the number of valleys that can be entered, two or six, and not in the threshold.

**Q:** But electrons do not all arrive at q = 0. Those with q = 8 nm⁻¹ could enter the unfolded valleys directly. Why should it matter that a valley is folded?

**A:** It matters if the source supplies few electrons at large q. In ballistic electron emission microscopy, a tip injects electrons through a vacuum gap into a thin metal film, and those that cross the film and enter the semiconductor are collected. The vacuum gap favours small q.

Consider a barrier of height φ above the electron's energy and of width d. Parallel motion with wavevector q uses up kinetic energy ħ²q²/(2m), so the wavefunction ψ along the normal coordinate z obeys

(ħ²/2m) d²ψ/dz² = [φ + ħ²q²/(2m)]ψ.

With p = √(2mφ)/ħ, the decaying solution is exp[−z√(p² + q²)]. The transmitted intensity contains the square of this at z = d. Relative to q = 0 the weight is

T(q) = exp{−2d[√(p² + q²) − p]}.

For small q the square root is approximately p + q²/(2p), and T ≈ exp(−dq²/p), a Gaussian distribution centred on normal incidence.

**Q:** Numbers, please, for an ordinary tip.

**A:** I take round values, φ = 4.0 eV and d = 0.6 nm, which give p = 10.246 nm⁻¹. For the folded valley,

√(10.246² + 1.390²) = 10.340 nm⁻¹,
T = exp[−1.2 × (10.340 − 10.246)] = 0.89.

For the unfolded valley,

√(10.246² + 8.058²) = 13.035 nm⁻¹,
T = exp[−1.2 × (13.035 − 10.246)] = 0.035.

The ratio is about 25 for this gap width. It depends exponentially on d, from about 9 at 0.4 nm to about 220 at 1.0 nm. The weight at the folded position is nearly that of normal incidence, and in this sense the valley is close to the centre.

**Q:** You have kept only the exponential. The matching of waves at the barrier surfaces also depends on q.

**A:** It does, and how strongly depends on the metal. For a square barrier between two equal free-electron metals, with the electron 8 eV above the band bottom, I required ψ and its derivative to be continuous at both surfaces and solved the resulting equations. The relative weights are then 0.902 and 0.0394, instead of 0.894 and 0.0352. The exponential is 11 % too low at the unfolded valley, relative to the matched value, and the ratio becomes 23. The correction is this small only for a deep band. With the electron 4 eV above the band bottom the ratio is 41, at 3 eV it is 89, and below 0.0381 × 8.058² = 2.5 eV the metal has no state at the unfolded position at all.

The same metal gives a picture in terms of angles. Its electrons have twice the energy that defines p, so their wavevector is √2 × 10.246 = 14.49 nm⁻¹. The angle from the normal has sine q/14.49. It is 5.5° for the folded valley and 34° for the unfolded one.

**Q:** Then a 2x1 interface should pass a third of the current of a 2x2 interface.

**A:** That would follow if all couplings were equal and the unfolded valleys were negligible. The ratio of accessible valleys near Γ̄ is indeed two to six. Adding all the distant positions within reach of this metal, with equal couplings and the weight T, raises the ratio from a third to 0.36. The current also depends on how strongly each reconstruction scatters by an M̄ vector, and on the states of the silicide, and neither is in this model. The factor of 25 is likewise a ratio of tunnelling weights, not a predicted ratio of currents. Folding also leaves the direct route open: an electron with q = κPX can still enter its valley with no transfer at all.

**Q:** Your electron has a sharp q and your valley is a point. How much do temperature and finite domains blur this?

**A:** Setting E = k_B T_K in the projected ellipse, where k_B is Boltzmann's constant and T_K the temperature, gives the thermal spread of a valley along the line to Γ̄:

q_th = √(2m_p k_B T_K)/ħ = 0.66 nm⁻¹ at 300 K.

This is about half the folded distance. For electrons in thermal equilibrium in the valley, the Boltzmann factor at Γ̄ relative to the valley bottom is exp[−(1.390/0.660)²] ≈ 0.01. The tails of the valleys add: the density at Γ̄ is about 0.02 of a peak for the 2x1 pair and 0.07 for the six 2x2 valleys, and about 0.2 between neighbouring 2x2 valleys. For thermal electrons the folded valleys are thus still distinct from Γ̄ at room temperature. Electrons injected well above the minimum spread further.

For a domain of length L, the sharp condition on the transfer is replaced by a peak of finite width. If the transfer misses its ideal value by δ, the contributions along the domain add up to

∫₀ᴸ exp(iδx) dx = [exp(iδL) − 1]/(iδ),

which first vanishes at δ = 2π/L. For L = 20 nm this is 0.31 nm⁻¹, well below 1.390 nm⁻¹. The two become equal at L = 4.5 nm, where the first zero of each peak falls on Γ̄ and the pair at ±1.39 nm⁻¹ is still separated. In smaller domains the intensity at Γ̄ fills in, reaching a third of the maximum at L = 3 nm, and below about 1.9 nm the two peaks merge into one centred on Γ̄.

**Q:** Set this beside a real contact. Which of your assumptions fails first?

**A:** The natural case is a thin film of cobalt disilicide on Si(111), which can grow epitaxially. That its buried interface is reconstructed is an assumption of this discussion: the interface is usually described as 1x1, with longer periods appearing at the free surface of the film. The folding rule applies wherever in a coherent structure the longer period sits. The silicide is also not a free-electron metal, and its bands decide which q can cross the film. The tip barrier and gap are ordinary values for tunnelling. The calculated κ and masses are near the accepted ones, roughly 0.85, 0.9m and 0.2m. The calculated gap of 0.82 eV is well below silicon's rough 1.1 eV, but the gap does not enter the results, which use energy differences within the conduction band. The lattice mismatch is roughly 1.2 %. A coherent film has silicon's in-plane period, as assumed. If the film relaxes and the reconstruction follows the film's smaller period, the transfer grows by 1.2 % of D, or 0.11 nm⁻¹, and the folded positions shift by that amount, which is 8 % of 1.39 nm⁻¹ and raises the ellipsoid threshold from 0.11 to 0.13 eV. Scattering is the more serious failure. Defects, phonons and a rough interface change q without regard to the reconstruction. If they randomised q completely before the electron reached the interface, the weights at the folded and unfolded positions would become equal, and the factor of 25 would fall to 1. The folding rule would still hold, but the current would no longer reveal it.

**Q:** So what would you look for to tell the reconstructions apart, if the threshold is the same?

**A:** The directions. Under the stated conditions, with weak scattering and large domains, electrons of small q that enter near the conduction minimum come from patches at radius 1.39 nm⁻¹. The direct route at 8.06 nm⁻¹ remains open, but the tunnelling gap supplies each position there with a weight of 0.035 against 0.89. The six direct positions still outweigh the folded ones if the folded coupling is below about 12 % of the direct one for 2x1, or 4 % for 2x2. Near Γ̄, a 2x2 domain has six patches, 60° apart. In the ellipsoid model they are separate only for electrons within about 0.06 eV of the conduction minimum. Above that, neighbouring patches overlap, and at 0.11 eV they cover Γ̄. A single 2x1 domain has two, on opposite sides of Γ̄, and its axis turns by 120° from one domain orientation to the next. A measurement that averages over the direction of q, or over all three orientations, loses this distinction and retains only the number of folded valleys multiplied by the strength of the coupling, and the folding argument does not supply that strength. The main values used here are listed in the numerical output below.

Table of computed values

```
lattice constant (input): 0.543 nm
form factors (input), squared length 3, 8, 11: -0.21, 0.04, 0.08 Ry
plane waves, main and larger basis: 137, 229
unit 2 pi/a: 11.571 1/nm
indirect gap of the model: 0.819 eV
valley position kappa: 0.8529
kappa in larger basis: 0.8537
valley energy shift in larger basis: -6.72 meV
longitudinal, transverse mass: 0.872, 0.184 m
projected mass along centre-M line: 0.643 m
centre-to-M distance: 9.448 1/nm
unfolded valley distance: 8.058 1/nm
folded valley distance: 1.390 1/nm
ratio unfolded/folded: 5.80
1x1: valleys near centre 0, transfers per 1x1 zone 1
1x1: distances (x,-x,y,-y,z,-z) 8.058 8.058 8.058 8.058 8.058 8.058 1/nm
1x1: threshold at zone centre above band minimum 1.063 eV
2x1: valleys near centre 2, transfers per 1x1 zone 2
2x1: distances (x,-x,y,-y,z,-z) 1.390 1.390 8.058 8.058 8.058 8.058 1/nm
2x1: threshold at zone centre above band minimum 0.114 eV
2x2: valleys near centre 6, transfers per 1x1 zone 4
2x2: distances (x,-x,y,-y,z,-z) 1.390 1.390 1.390 1.390 1.390 1.390 1/nm
2x2: threshold at zone centre above band minimum 0.114 eV
doubled cells enumerated: 184, distinct pairs folded: 3
partial 2x2 pattern, missing transfer: first order 0.000, second order 2.000
ellipsoid estimate of 2x1 threshold: 0.114 eV
ellipsoid error against full band: 0.7 %
barrier height, width (input): 4.0 eV, 0.6 nm
metal band depth for matching (input): 8.0 eV
decay constant p: 10.246 1/nm
tunnelling weight at folded valley: 0.894
tunnelling weight at unfolded valley: 0.0352
same by wave matching: 0.902, 0.0394
weight ratio folded/unfolded: 25.4
thermal valley spread at 300 K: 0.660 1/nm
misfit 1.2 % (rough), shift of M if relaxed: 0.113 1/nm
blur 2 pi/L for domain L = 20 nm: 0.314 1/nm
domain size where blur equals folded distance: 4.52 nm
change of folded distance for kappa + 0.01: -0.094 1/nm
```
